# Fundamental frequency of a clamped string under high tensile stress

## Problem

A thin, uniform string of length $L=1$ mm is clamped at both ends to a rigid frame and vibrates in vacuum. After fabrication it carries a uniform tensile stress $\sigma=1$ GPa along its length, and its mass density is $\rho=3100$ kg/m³. Both $L$ and $\rho$ refer to the stretched state.

(a) Neglect bending stiffness. Derive the frequencies of small transverse vibrations and calculate the fundamental.

For the remaining parts, take a rectangular cross-section of width $b=3$ µm and thickness $h=100$ nm, with motion along the thickness. Young's modulus is $E=250$ GPa, Poisson's ratio $\nu=0.25$ and the thermal expansion coefficient $\alpha=2\times10^{-6}$ /K.

(b) Find the tension force, and estimate how much the neglected bending stiffness shifts the fundamental.

(c) How much does the fundamental shift if the string becomes 10 K warmer than its frame?

(d) How much does it shift if the midpoint vibrates with an amplitude of 100 nm?

(e) The string was cut from a film with equal stress in both in-plane directions. What film stress leaves 1 GPa in the string? What would the fundamental be if 1 GPa were instead the stress of the film before release?

## Solution

### (a) The string without bending stiffness

Let $x$ run along the string from one clamp to the other, and let $w(x,t)$ be the transverse displacement. With cross-section $A=bh$, the tension force is $T=\sigma A$. The stress in pascals and the force in newtons are different quantities; the data give the stress.

Consider the piece between $x$ and $x+dx$. Each neighbour pulls on it with force $T$ along the local tangent. For a small slope the sine of the tangent's angle equals the slope $w_x=\partial w/\partial x$ to leading order. The right neighbour therefore pulls upward with $T\,w_x(x+dx)$ and the left neighbour with $-T\,w_x(x)$. The sum is

$$T\,[w_x(x+dx)-w_x(x)]=T\,w_{xx}\,dx .$$

The mass of the piece is $\rho A\,dx$, so Newton's law reads

$$\rho A\,w_{tt}=\sigma A\,w_{xx}.$$

The cross-section cancels, and

$$w_{tt}=c^2w_{xx},\qquad c=\sqrt{\sigma/\rho}.$$

A thicker string has more tension force and more mass in the same proportion. At fixed stress its frequency is unchanged as long as bending is negligible.

We have treated $T$ as constant. A slope $w_x$ lengthens the string locally by the fraction $w_x^2/2$, which adds a stress of order $Ew_x^2/2$. This is small beside $\sigma$ if $w_x^2\ll 2\sigma/E$. Here $\sigma/E=0.40\,\%$, so this condition is stricter than $w_x\ll1$. Part (d) gives the size of the effect.

For a vibration at a single frequency $f$, put $w=X(x)\cos(2\pi ft)$. Two time derivatives give the factor $-(2\pi f)^2$, hence

$$X''=-k^2X,\qquad k=\frac{2\pi f}{c}.$$

The ends are held, so $X(0)=X(L)=0$. To see that $k^2$ must be positive, multiply the equation by $X$ and integrate by parts. The boundary term $XX'$ vanishes at both ends, which leaves

$$\int_0^L (X')^2dx=k^2\int_0^L X^2dx .$$

If $k^2$ were zero or negative, $X'$ would vanish everywhere, and $X$, being zero at the ends, would vanish too. For $k>0$ the general solution is $X=C\sin kx+D\cos kx$. The condition at $x=0$ gives $D=0$. The condition at $x=L$ gives $\sin kL=0$, so $kL=n\pi$ with $n=1,2,3,\dots$ Since $f=kc/2\pi$,

$$f_n=\frac{nc}{2L}=\frac{n}{2L}\sqrt{\frac{\sigma}{\rho}} .$$

The clamps also try to hold the slope at zero, but this equation is of second order in $x$ and accepts one condition at each end. A string without bending stiffness can turn sharply at a clamp at no cost in energy. The slope condition returns in part (b).

For the given string,

$$\frac{\sigma}{\rho}=\frac{10^9\ \text{Pa}}{3100\ \text{kg/m}^3}=3.2258\times10^5\ \text{m}^2/\text{s}^2,$$

where the unit follows from 1 Pa = 1 kg m⁻¹ s⁻². The square root is $c=567.96$ m/s. In the fundamental, half a wavelength fits on the string, so the wavelength is 2 mm and

$$f_1=\frac{567.96\ \text{m/s}}{2\times10^{-3}\ \text{m}}=2.8398\times10^5\ \text{Hz}\approx 284\ \text{kHz}.$$

The next two modes lie at 568 kHz and 852 kHz.

The result can be checked without the wave equation. Replace the string by beads joined by 200 stretched elastic links, and compute the force on each bead from the lengths and directions of its two links. The lowest vibration frequency of this chain is 283.978 kHz, in agreement with the formula's 283.98 kHz.

Small changes of the data act through

$$\frac{\delta f_1}{f_1}=\frac12\frac{\delta\sigma}{\sigma}-\frac12\frac{\delta\rho}{\rho}-\frac{\delta L}{L},$$

which follows by taking the logarithm of $f_1$ and differentiating. An error of 5 % in the stress alone moves the frequency by 2.5 %, or about 7 kHz.

### (b) Tension force and bending stiffness

The cross-section is $A=3\ \text{µm}\times0.1\ \text{µm}=0.30$ µm², so

$$T=\sigma A=10^9\ \text{Pa}\times0.30\times10^{-12}\ \text{m}^2=3.0\times10^{-4}\ \text{N}=300\ \text{µN}.$$

When the string curves, a fibre at height $z$ above its middle plane acquires the extra strain $-z\,w_{xx}$. The resulting stresses have a moment of magnitude $EI\,w_{xx}$, with

$$I=b\int_{-h/2}^{h/2}z^2dz=\frac{bh^3}{12}.$$

If the rotational inertia of the thin slices is neglected, balance of moments requires a shear force: the part to the right of a cut pushes the part to the left upward with $-EI\,w_{xxx}$. The sign can be checked on a beam clamped at $x=0$ and pushed upward at its free end $x=L$ by a force $F$. Its moment $EI\,w_{xx}=F(L-x)$ gives $-EI\,w_{xxx}=F$, as it should.

The total upward force across a cut is now $Tw_x-EIw_{xxx}$. Its change over $dx$ accelerates the piece:

$$\rho A\,w_{tt}=T\,w_{xx}-EI\,w_{xxxx}.$$

Insert $w=X\cos(2\pi ft)$, divide by $T$ and rearrange:

$$\ell^2X''''-X''=\left(\frac{2\pi f}{c}\right)^2X,\qquad \ell^2=\frac{EI}{T}=\frac{Eh^2}{12\,\sigma}.$$

The length $\ell$ measures how far bending reaches from a clamp. Its ratio to the string length is

$$\varepsilon=\frac{\ell}{L}=\frac hL\sqrt{\frac{E}{12\sigma}}=10^{-4}\sqrt{\frac{250}{12}}=4.564\times10^{-4},$$

so $\ell=456$ nm.

**Near a clamp.** Within a distance of order $\ell$ from $x=0$, let the slope be of order $s$. Then $X''\sim s/\ell$ and $X\sim s\ell$, so the right-hand side is smaller than $X''$ by a factor of order $(2\pi f\ell/c)^2\approx(\pi\varepsilon)^2$. Dropping it leaves $\ell^2X''''=X''$. The solution for $X''$ that does not grow into the string is proportional to $e^{-x/\ell}$. Integrating once, and requiring $X'(0)=0$ and $X'\to s$ far from the clamp, we get

$$X'=s\left(1-e^{-x/\ell}\right).$$

A second integration with $X(0)=0$ gives

$$X=s\left(x-\ell+\ell e^{-x/\ell}\right).$$

Beyond a few $\ell$ the exponential is gone and $X\approx s(x-\ell)$. This is the straight beginning of a sine whose zero lies at $x=\ell$ instead of $x=0$.

**In the interior.** The same happens at the other clamp, so the sine fits between $\ell$ and $L-\ell$. The vibrating length is $L-2\ell=L(1-2\varepsilon)$, and

$$f\approx\frac{f_1}{1-2\varepsilon}\approx f_1(1+2\varepsilon).$$

Bending also stiffens the sine itself. For $X\propto\sin kx$ the equation gives $(2\pi f/c)^2=k^2(1+\ell^2k^2)$. With $k\approx n\pi/L$ this raises the frequency by the fraction $\tfrac12(n\pi\varepsilon)^2$. For the fundamental that is of second order in $\varepsilon$ and negligible beside $2\varepsilon$. It stays so for higher modes while $n^2\ll4/(\pi^2\varepsilon)\approx890$, that is, for $n$ well below 30.

The shift of the fundamental is

$$\frac{\delta f}{f_1}=2\varepsilon=0.0913\,\%,\qquad \delta f=259\ \text{Hz}.$$

A finite-element solution of the beam equation, with displacement and slope both zero at the clamps, gives 260 Hz and hence $f=284.24$ kHz. At thicknesses of 100 nm and 200 nm, with the other data fixed, the formula and the finite elements agree to within 1 % of the shift.

Two features of the model limit the accuracy of this correction.

- The ribbon is 30 times wider than thick. If it cannot contract sideways as it bends, a transverse stress $\nu\sigma_x$ accompanies the bending stress $\sigma_x$. The lengthwise strain is then $(1-\nu^2)\sigma_x/E$, so $E$ is replaced by $E/(1-\nu^2)$. Since $\varepsilon\propto\sqrt E$, the shift grows by the factor $1/\sqrt{1-\nu^2}=1.033$, about 9 Hz. This ribbon lies close to that limit: thin-plate theory with free side edges gives a factor of 1.029, about 8 Hz, so the beam value of 260 Hz is low by about 3 %.
- The edge layer is only 4.6 thicknesses long, whereas beam theory assumes lengths much greater than the thickness. Beam theory is only approximate there, so we quote the shift cautiously as roughly 0.1 %.

The string formula fails when $\varepsilon$ is no longer small. With $h$, $E$ and $\sigma$ fixed, the shift $2\ell/L$ reaches 1 % at $L=2\times456\ \text{nm}/0.01\approx91$ µm. With $L=1$ mm and the thickness fixed instead, it reaches 1 % when the stress has fallen to about 8 MPa, because $\varepsilon\propto\sigma^{-1/2}$. In the limit $\sigma\to0$ the string formula gives zero frequency, while a real beam keeps a finite frequency through its bending stiffness.

### (c) A string warmer than its frame

Let $L_0$ be the length the string would have if it were free of stress. Holding it at length $L$ produces the stress

$$\sigma=E\left(\frac{L}{L_0}-1\right).$$

Heating by $\Delta T$ changes $L_0$ to $L_0(1+\alpha\Delta T)$, while the cool, rigid frame keeps $L$ fixed. To first order in $\alpha\Delta T$ the new stress is

$$\sigma'=E\left(\frac{L}{L_0}(1-\alpha\Delta T)-1\right)=\sigma-E\,\frac{L}{L_0}\,\alpha\Delta T .$$

Here $L/L_0=1+\sigma/E=1.004$, which we replace by 1. The loss of stress is

$$E\alpha\Delta T=250\ \text{GPa}\times2\times10^{-6}\ \text{K}^{-1}\times10\ \text{K}=5.0\ \text{MPa}.$$

The mass per unit length is unchanged, since the same material spans the same distance. Each transverse dimension grows by the fraction $\alpha\Delta T$ from heating and by a further $\nu\alpha\Delta T$ because the lengthwise elastic strain falls by $\alpha\Delta T$. The cross-section therefore expands by the fraction $2(1+\nu)\alpha\Delta T=5\times10^{-5}$, which is negligible beside the stress change of 0.5 %. Hence

$$\frac{f'}{f_1}=\sqrt{1-\frac{E\alpha\Delta T}{\sigma}}=\sqrt{0.995},$$

a relative shift of $-0.250\,\%$, or $-711$ Hz. The small terms dropped here, from the cross-section and from $L/L_0$, alter this shift by about 1 % of its size or less. We have also held $E$ fixed. Since the stress is $E$ times the elastic strain, a modulus that changes by the fraction $\beta\Delta T$ adds $\tfrac12\beta\Delta T$ to $\delta f/f_1$. Each $-10^{-5}$ /K in $\beta$ adds about $-14$ Hz, or 2 % of the shift, so for a real material the three digits of $-711$ Hz need $\beta$ as well.

The effect is large for so small a thermal strain because the stress is a small fraction of the modulus. For small shifts $\delta f/f_1\approx-\tfrac12\alpha\Delta T\,(E/\sigma)$, and here $E/\sigma=250$. If the frame warms together with the string, it stretches the string again, and to leading order $\alpha$ is replaced by the string's expansion coefficient minus the frame's. This difference can be small and of either sign, and the change of $E$ with temperature is then no longer a minor correction.

### (d) Finite amplitude

Let the string keep the shape $w=a(t)\sin(\pi x/L)$. Its extra length, to leading order in the slope, is

$$\Delta L=\int_0^L\frac{w_x^2}{2}\,dx=\frac12\left(\frac{\pi a}{L}\right)^2\int_0^L\cos^2\frac{\pi x}{L}\,dx=\frac{\pi^2a^2}{4L},$$

because the last integral equals $L/2$. The added stress is $E\Delta L/L$. We take it as uniform along the string: stretching waves travel at about $\sqrt{E/\rho}$, nearly 16 times faster than $c$, and even out the tension during the slow transverse motion.

With $\sigma+E\Delta L/L$ in place of $\sigma$, the wave equation becomes

$$\ddot a+\omega_1^2\left(1+\gamma a^2\right)a=0,\qquad \omega_1=2\pi f_1,\qquad \gamma=\frac{\pi^2E}{4\sigma L^2}.$$

For weak nonlinearity try $a=a_0\cos\omega t$ and use $\cos^3\theta=\tfrac34\cos\theta+\tfrac14\cos3\theta$. The term at $3\omega$ drives a small extra motion whose relative size is proportional to $\gamma a_0^2$, which affects the frequency only at the next order. The terms at $\omega$ must cancel:

$$\omega^2=\omega_1^2\left(1+\tfrac34\gamma a_0^2\right).$$

Expanding the square root gives

$$\frac{\delta f}{f_1}=\frac38\gamma a_0^2=\frac{3\pi^2}{32}\,\frac{E}{\sigma}\,\frac{a_0^2}{L^2}.$$

For $a_0=100$ nm,

$$\frac{\delta f}{f_1}=0.925\times250\times10^{-8}=2.31\times10^{-6},$$

which is 0.66 Hz. The shift grows as the square of the amplitude, so 1 µm gives about 66 Hz. At that amplitude, the period calculated from the energy of the stretched arc confirms the formula to within 1 % of the shift.

### (e) Stress before and after release

Let the film carry the stress $\sigma_f$ in both in-plane directions and none through its thickness. Hooke's law gives its elastic strain along $x$ as

$$\epsilon_x=\frac{\sigma_f-\nu\sigma_f}{E}=\frac{(1-\nu)\sigma_f}{E}.$$

When a long, narrow string is cut free along its sides, its width can relax and the transverse stress disappears. The rigid frame still holds its ends, so $\epsilon_x$ is unchanged. With stress along $x$ alone, $\epsilon_x=\sigma/E$. Equating the two strains,

$$\sigma=(1-\nu)\,\sigma_f .$$

Cutting the sides lowers the lengthwise stress because the string contracts in width. Through Poisson's effect this contraction tends to lengthen the string, which relieves part of the pull on the clamps.

To leave 1 GPa in the string, the film must have had $\sigma_f=1\ \text{GPa}/0.75=1.333$ GPa. If instead the film had 1 GPa, the string would keep 0.75 GPa, and

$$f=\sqrt{0.75}\times283.98\ \text{kHz}=245.9\ \text{kHz},$$

which is 13.4 % below the result of part (a). The relation $\sigma=(1-\nu)\sigma_f$ holds in the limit $b\ll L$. Near each end the clamp keeps the width from relaxing, which for this string raises the stress by about 0.03 % and the frequency by about 30 Hz, so the value is best quoted as 246 kHz.

### The model beside a real device

The chosen values are rough, round numbers in the regime of highly stressed silicon nitride strings, whose films can carry a tensile stress of about 1 GPa. For such a device the main question is which stress is known. If the film stress is 1 GPa, using it in place of the released stress of 0.75 GPa raises the predicted frequency by 38 kHz, far more than the 0.7 kHz from 10 K of heating or the 0.3 kHz from bending. A real frame is also not perfectly rigid, and etching beneath the clamps can change the free length; each 1 % of added length at fixed stress lowers the frequency by 1 %. The answer to part (a) is therefore best quoted as 284 kHz for the stated data. For a real string, the uncertainties of stress, density and length carry over to the frequency through the relation at the end of part (a). The numerical output below lists the main values.

## Values computed for the example and the checks

```
INPUTS
length L = 1 mm
stress along released string = 1 GPa
density = 3100 kg/m^3
width = 3 um
thickness h = 100 nm
Young's modulus E = 250 GPa
Poisson ratio = 0.25
thermal expansion = 2.0 1e-6/K
STRING RESULT
stress/density = 3.22581e+05 m^2/s^2
wave speed c = 567.96 m/s
wavelength of fundamental = 2 mm
fundamental f1 = 283.98 kHz
fundamental f1 = 2.8398e+05 Hz
second mode f2 = 567.96 kHz
third mode f3 = 851.94 kHz
bead chain, 200 links, f1 = 283.978 kHz
cross-section = 0.30 um^2
tension force = 300 uN
elastic strain s/E = 0.40 %
NEGLECTED BENDING
eps = 4.564e-04 (no unit)
edge layer eps*L = 456 nm
shift from 2 eps = 0.0913 %
shift from 2 eps = 259 Hz
shift from finite elements = 260 Hz
f1 with bending = 284.24 kHz
plate modulus raises shift by factor 1.033
NEGLECTED HEATING OF THE STRING
string above frame temperature by 10 K
stress lost = 5.0 MPa
shift = -711 Hz
relative shift = -0.250 %
NEGLECTED AMPLITUDE
midpoint amplitude = 100 nm
relative shift = 2.31e-06 (no unit)
shift = 0.66 Hz
FILM STRESS BEFORE RELEASE
film stress needed = 1.333 GPa
f1 if 1 GPa were the film stress = 245.9 kHz
relative change = -13.4 %
```
